The TDDFT Dyson equation and the test-charge and test-electron dielectric functions

**1. Two electrons on two sites**

Put two electrons of opposite spin on two equivalent sites joined by a hopping amplitude T. The total charge is fixed, so one number describes the density, m = n₁ − n₂, and one number describes the applied potential, u = V₁ − V₂. All potentials here are potential energies of an electron, in Hartree atomic units.

Without interaction both electrons occupy the lower eigenvector φ of the matrix with diagonal (u/2, −u/2) and off-diagonal element −T. For this vector φ₁² − φ₂² = −(u/2)/√(T² + u²/4), so for small u

m = 2(φ₁² − φ₂²) ≈ −u/T.

The noninteracting response is therefore X₀ = −1/T. Electrons leave the site where their potential energy was raised.

Now switch on a weak interaction, v₁₁ on a site and v₁₂ between sites. The Hartree potential is V_H,1 = v₁₁n₁ + v₁₂n₂ and V_H,2 = v₁₂n₁ + v₁₁n₂. Its difference is Um, with U = v₁₁ − v₁₂. A classical test charge feels the applied and the Hartree potential. To first order in U we may insert m = −u/T:

u_tc = u + Um ≈ u(1 − U/T).

An electron of the system feels something else. The Hartree potential comes from both electrons, including itself. With both in one orbital, half of the density belongs to the other electron, so at this order the electron feels Um/2:

u_te = u + Um/2 ≈ u(1 − U/(2T)).

The same displaced density screens the two probes differently. The missing −Um/2 is an exchange potential. In the general theory its place is taken by the kernel f_xc.

**2. The response functions**

Let the system start in a non-degenerate ground state |0⟩ and apply a weak potential δV_ext(r,t). The response χ is defined by

δn(r,t) = ∫dt′∫dr′ χ(r,r′,t−t′) δV_ext(r′,t′).

To find it, expand the state as e^(−iE₀t)[|0⟩ + Σₖ cₖ(t)e^(−iωₖt)|k⟩], where ωₖ = Eₖ − E₀. The Schrödinger equation gives, to first order,

i dcₖ/dt = e^(iωₖt) ∫dr′ ρₖ(r′) δV_ext(r′,t′=t), ρₖ(r) = ⟨0|n̂(r)|k⟩,

with real eigenstates, as is possible without a magnetic field. The density change is Σₖ ρₖ(cₖe^(−iωₖt) + c.c.). Integrating cₖ from the distant past and using −ie^(−iωτ) + ie^(iωτ) = −2 sin ωτ, we get

χ(r,r′,τ) = −2 Σₖ ρₖ(r)ρₖ(r′) sin(ωₖτ) for τ > 0, and zero for τ < 0.

For Im z > 0, ∫₀^∞ e^(izτ) sin(ωτ) dτ = ω/(ω² − z²). Hence

χ(r,r′,z) = Σₖ 2ωₖ ρₖ(r)ρₖ(r′)/(z² − ωₖ²).

The Kohn-Sham (KS) system consists of noninteracting electrons with the same density. Its response χ₀ is defined with respect to its own potential V_s. For two electrons in a real orbital φ₀, each spin contributes a transition density φ₀φₐ. The two spins together give

χ₀(r,r′,z) = Σₐ 2dₐ ρₐ(r)ρₐ(r′)/(z² − dₐ²), ρₐ = √2 φ₀φₐ, dₐ = εₐ − ε₀.

Limit: on two sites, d = 2T and ρ = (1,−1)/√2. At z = 0, χ₀ = −(1/T)ρρᵀ. Acting on (u/2)(1,−1), it gives m = −u/T, as in section 1.

Since ∫ρₖ dr = ⟨0|N̂|k⟩ = 0, a constant potential produces no response and every δn has zero total charge.

**3. The Dyson equation**

Assume that the density changes considered can be produced in both the interacting and the KS system. Assume also that the responses can be inverted on densities of zero total charge. Then V_s is fixed by the density, for given initial states, up to a spatial constant. Write

V_s = V_ext + V_H + V_xc.

This defines V_xc. To first order the Hartree part changes by vδn, and the last part by f_xc δn, where

f_xc(r,t;r′,t′) = δV_xc(r,t)/δn(r′,t′).

It is a retarded response kernel: the potential at t depends on densities up to t. Around a stationary state it depends on t − t′ alone, so Fourier transformation turns time convolutions into products. Below, products mean integration over space, at one common frequency. Then

δV_s = δV_ext + (v + f_xc)δn.

The same density change can be written in two ways:

δn = χ δV_ext,
δn = χ₀ δV_s.

Insert δV_s into the second line, and then the first line into the result:

δn = χ₀ δV_ext + χ₀(v + f_xc)χ δV_ext.

The left side is χδV_ext, and δV_ext is arbitrary. Therefore

χ = χ₀ + χ₀(v + f_xc)χ.

This is an identity for the exact kernel. An approximate f_xc gives an approximate χ. With K = v + f_xc, collecting χ on the left gives (1 − χ₀K)χ = χ₀, so

χ = (1 − χ₀K)⁻¹χ₀.

The order matters because these are matrices in space. From (1 − χ₀K)χ₀ = χ₀(1 − Kχ₀), multiplication by the two inverses also gives χ = χ₀(1 − Kχ₀)⁻¹. Both forms fail where the inverse does not exist; at such a frequency the response has a pole.

The kernel has an additive freedom. Replace f_xc(r,r′) by f_xc(r,r′) + g(r) + h(r′). Acting on δn, g gives g(r)∫δn = 0, and h gives a spatial constant, to which χ₀ is blind. So χ is unchanged, while the KS potential may shift by a constant. Potential differences between points are free of this ambiguity.

Limit: in the two-site system, X₀ = −1/T and K → U/2 give

X = X₀/(1 − X₀U/2) = −1/(T + U/2) ≈ −1/T + U/(2T²).

The repulsion reduces the displacement of charge, as it should. The result holds to first order in U, because K was taken at that order.

**4. What a test charge feels**

A classical test charge has no exchange or correlation with the electrons. Give it the charge of an electron, so that its potential energy has the same sign. It feels

δV_tc = δV_ext + vδn = (1 + vχ)δV_ext.

The inverse dielectric function is the felt potential per applied potential:

ε_tc⁻¹ = 1 + vχ.

No f_xc stands here explicitly, but it acts inside χ. To find ε_tc itself, separate v from f_xc in the Dyson equation:

(1 − χ₀f_xc)χ = χ₀ + χ₀vχ.

Define P by P = χ₀ + χ₀f_xcP, that is, P = (1 − χ₀f_xc)⁻¹χ₀. Multiplying the previous line from the left by (1 − χ₀f_xc)⁻¹ gives

χ = P + Pvχ = P(1 + vχ).

Thus δn = PδV_tc: P is the density response to the total electrostatic potential. Solving as in section 3, χ = P(1 − vP)⁻¹, and

1 + vχ = [(1 − vP) + vP](1 − vP)⁻¹ = (1 − vP)⁻¹.

Hence

ε_tc = 1 − vP.

**5. What a test electron feels**

Here "test electron" means an electron that feels the KS potential. Its potential changes by

δV_te = δV_s = [1 + (v + f_xc)χ]δV_ext.

So ε_te⁻¹ = 1 + Kχ. Insert χ = χ₀(1 − Kχ₀)⁻¹:

1 + Kχ = [(1 − Kχ₀) + Kχ₀](1 − Kχ₀)⁻¹ = (1 − Kχ₀)⁻¹,

and therefore

ε_te = 1 − (v + f_xc)χ₀.

In ε_tc the kernel sits inside P, because it changes how the electrons respond. In ε_te it stands beside v, because it also changes what the probe feels. To connect the two, use P = χ₀(1 − f_xcχ₀)⁻¹, which follows by the same exchange of factors as before:

ε_tc(1 − f_xcχ₀) = 1 − f_xcχ₀ − vχ₀ = ε_te.

Limit: for f_xc = 0, the random-phase approximation (RPA), P = χ₀ and both functions equal 1 − vχ₀.

The test electron is a device of linear response with a local potential. An electron really added to the system is governed by a self-energy, which ε_te does not supply in full.

**6. Two static charges, and a lost symmetry**

Place static test charges q_a and q_b at points a and b. The electrons see q_a v_a + q_b v_b, where v_a(r) = v(r,a). The first derivative of the ground-state energy is the expectation value of the derivative of the Hamiltonian:

∂E/∂q_b = ∫v_b n dr.

Differentiating with respect to q_a, with ∂n/∂q_a = χv_a, gives v_bχv_a. Adding the direct repulsion, the interaction energy per product of charges is

W_tc = v + vχv = ε_tc⁻¹v.

It is symmetric, because v and χ are. The potential felt by a test electron near a classical charge is instead

W_te = ε_te⁻¹v = v + (v + f_xc)χv.

Its difference from its transpose is f_xcχv − vχf_xc, which is generally nonzero. The source is a classical charge and the probe is an electron, so interchanging them changes the question. The difference vanishes for f_xc = 0 and for f_xc proportional to v.

The second case occurs for a two-electron singlet at weak interaction. Both electrons occupy φ = √(n/2), so their repulsion energy is ∫∫φ²vφ² = ¼∫∫nvn. The Hartree energy is ½∫∫nvn. The difference is exchange:

E_x = −¼∫∫nvn, V_x = δE_x/δn = −½vn, f_x = −v/2.

The correlation energy starts at second order in v when the KS gap is finite. So the static kernel tends to −v/2 and K to v/2, which is the factor one half of section 1.

**7. Six sites, solved in full**

Take two electrons in a singlet on six sites, with x running from −2.5 to 2.5 bohr in steps of 1 bohr. The kinetic matrix has 2 hartree on the diagonal and −1 hartree between neighbours. This is twice the finite-difference kinetic energy of an electron at this spacing, so the chain is a hopping model and not a discretized electron in a continuous potential. The external potential is 0.1x² + 0.1x, and v = 1/√(distance² + 0.5), with lengths in bohr and energies in hartree. These are round model parameters, not a material.

Diagonalization gives the ground state, the density and χ. The KS potential follows from the density: with φ = √(n/2) and kinetic matrix t, the KS equation gives V_s = ε₀ − (tφ)/φ at each site. The static f_xc comes from numerical differentiation of V_xc[n], after finding the external potential that belongs to each displaced density. The Dyson equation then reproduces the directly computed χ to about 2×10⁻¹¹ electrons/hartree for a density step of 2×10⁻⁵ electrons. Since the equation is an identity for the exact kernel, this residual is the error of the numerical differentiation; it grows to the order of 10⁻⁹ for a step ten times larger. Omitting f_xc gives errors of up to 0.066 electrons/hartree.

Put a small test charge at site 2. The potentials per unit charge at sites 2 and 5, in hartree, are:

- bare: 1.4142 and 0.3244;
- felt by a test charge: 1.0073 and 0.6892;
- felt by a test electron: 1.1541 and 0.5337.

The test-electron values contain the additive constant of section 3, fixed here by giving f_xc δn zero mean over the sites. Differences between the sites do not depend on this constant:

bare: 1.4142 − 0.3244 = 1.0898,
test charge: 1.0073 − 0.6892 = 0.3182 (from unrounded values),
test electron: 1.1541 − 0.5337 = 0.6204.

Ground states recomputed with the charge present give the same two screened differences. Screening removes 1.0898 − 0.3182 = 0.7716 for the test charge and 1.0898 − 0.6204 = 0.4694 for the test electron. The ratio is 0.608, not one half. The Hartree term vδn removes 0.7716, and exchange, f_x = −v/2, gives half of it back, so the two together remove 0.7716/2 = 0.3858. The remaining 0.4694 − 0.3858 = 0.0836 is removed by the correlation kernel f_xc − f_x, acting on the same density change. At an interaction strength of 0.001 times the original, f_xc divided by that strength agrees with −v/2 to 0.0008 hartree, with the additive parts removed. This tests the weak-interaction limit.

At site 5 the potential felt by a test charge is larger than the bare one (for the test electron such a comparison at a single site depends on the additive constant). The induced potential vδn is positive there. Since every element of v is positive, this requires electrons to have been added somewhere. The fixed electron number ensures this: density pushed off some sites must reappear on others. "Screening" in such a system need not lower the potential everywhere.

The interaction of test charges at sites 2 and 5 is 0.689183 hartree per product of charges, both from W_tc and from total energies. W_te is not symmetric, even between zero-sum site vectors, where the additive freedom drops out. In the orthonormal basis of such vectors used here, the largest difference between an element and its transpose is 0.070 hartree; this number depends on the basis chosen, but the presence of an asymmetry does not. A measure free of this choice is the largest singular value of W_te minus its transpose on zero-sum vectors, 0.130 hartree.

**8. Finite frequency and optical spectra**

An excitation with a nonzero transition density is a pole of χ. Triplet states, which a spin-independent potential cannot reach from a singlet, are not. Near a simple pole Ω the dominant part of χ is proportional to ρρᵀ. If χ₀ and K are finite there, the diverging parts of the Dyson equation must balance:

ρ = χ₀(Ω)K(Ω)ρ.

So Kρ cannot vanish, and ε_te⁻¹ = 1 + Kχ has this pole. For a positive definite v, vρ cannot vanish either, so ε_tc⁻¹ has it too. Such an excitation thus appears for both probes, with different strengths. The converse can fail for the test electron. With the exact kernel, δV_s = χ₀⁻¹δn up to a constant, so ε_te⁻¹ also diverges at a real frequency where χ₀ has a zero eigenvalue on zero-sum vectors and the inversion assumed in section 3 breaks down, although χ and ε_tc⁻¹ stay finite there. This can happen when the KS transitions outnumber the independent density changes, as for four electrons on four sites. It cannot happen for two electrons on the six-site chain, where five transitions span the five zero-sum directions. The poles of P obey the equation with f_xc in place of K and generally lie elsewhere.

For a frequency-independent (adiabatic) kernel, write ρ = Σₐcₐρₐ. Comparing coefficients of ρₐ after inserting χ₀ gives

(Ω² − dₐ²)cₐ = 2dₐ Σ_b K_ab c_b, K_ab = ρₐKρ_b.

With cₐ = √dₐ gₐ, division by √dₐ makes the problem symmetric:

Σ_b [dₐ²δ_ab + 2√(dₐd_b)K_ab]g_b = Ω²gₐ.

Limit: on two sites, d = 2T and K₁₁ = U/2, so Ω² = 4T² + 2TU and Ω ≈ 2T + U/2 to first order. Repulsion raises the singlet excitation.

For the six sites, the lowest singlet excitation is:

- KS: 0.580 hartree (15.78 eV);
- RPA: 0.931 hartree (25.33 eV);
- static exact kernel, used adiabatically: 0.818 hartree (22.25 eV);
- exact diagonalization: 0.812 hartree (22.09 eV).

Relative to the exact value, the errors are −29%, +15% and +0.7%. With the same adiabatic kernel, the lowest pole of P is at √0.1408 = 0.375 hartree, far below the pole shared by the two inverse dielectric functions.

The matrix above has five rows, one for each KS excitation, so an adiabatic kernel yields no more than five excitations. The interacting system has 20 with a nonzero transition density. The exact kernel must therefore depend on frequency. At 0.290 hartree its matrix elements, in the same zero-sum basis as in section 7, differ from the static ones by up to 0.008 hartree. This frequency lies below the first excitation; the value says nothing about the size of the change at higher frequencies.

In a uniform electric field 𝓔 along x, an electron has potential energy 𝓔x. The induced dipole is −∫xδn dr, so the polarizability is

α(z) = −∫∫x χ(r,r′,z) x′ dr dr′.

On the chain at z = 0.30 + 0.10i hartree, the adiabatic Dyson equation gives α = 5.935 + 0.603i bohr²/hartree. Propagating the time-dependent KS equation after a weak kick, with the same kernel, gives this value to the digits shown. Exact diagonalization gives 5.945 + 0.614i. The imaginary part is thus 1.7% too small relative to the exact one at this frequency. Since Re z lies below the first excitation, it vanishes as Im z tends to zero; here it comes almost entirely from the lowest excitation: the tail of its line, broadened by Im z, less about a fifth cancelled by the term at negative frequency.

The polarizability is obtained from χ, and the induced potential that a classical probe measures outside the sample is vδn. Such a measurement is accordingly described by ε_tc⁻¹. Leaving f_xc out of ε_tc⁻¹ = 1 + vχ as an explicit term does not mean leaving it out of χ. Using ε_te⁻¹ instead would add to the measured field a potential that acts on electrons alone.

For the six-site chain, the numerical check accompanying this text compares the static Dyson equation and the potentials felt by both probes with directly computed responses.

Computed results

```
Sites: 6; electrons: 2; spacing: 1.0 bohr
Hopping: 1.00 hartree
Softening squared: 0.50 bohr^2
On-site interaction: 1.41421 hartree
Site: position (bohr), V_ext (hartree), density (electrons)
  1: -2.5, 0.3750, 0.14664
  2: -1.5, 0.0750, 0.45228
  3: -0.5, -0.0250, 0.57435
  4: 0.5, 0.0750, 0.50109
  5: 1.5, 0.3750, 0.26809
  6: 2.5, 0.8750, 0.05756
Largest Dyson error in chi: 2.3e-11 electrons/hartree
Largest RPA error in chi: 0.06642 electrons/hartree
Test charge sits at site 2; potentials per unit charge, hartree
Site: bare, felt by test charge, felt by test electron
  1: 0.81650, 0.52748, 0.65221
  2: 1.41421, 1.00734, 1.15412
  3: 0.81650, 0.69658, 0.72181
  4: 0.47140, 0.70995, 0.69324
  5: 0.32444, 0.68918, 0.53371
  6: 0.24618, 0.49506, 0.37050
Potential difference, site 2 minus site 5, hartree/charge:
  bare 1.08977, charge 0.31816, electron 0.62041
Same from perturbed ground states, hartree/charge:
  charge 0.31816, electron 0.62041
Electron/charge ratio of screening part: 0.6083 (no unit)
W_tc sites 2,5, formula: 0.689183 hartree
W_tc sites 2,5, total energies: 0.689183 hartree
Largest asymmetry of W_te: 0.07028 hartree
Largest element of f_xc + v/2: 0.37109 hartree
Same at weak coupling 0.001, per coupling: 0.00080 hartree
Lowest singlet excitation, hartree and eV:
  Kohn-Sham: 0.57981 hartree = 15.777 eV
  RPA: 0.93073 hartree = 25.327 eV
  adiabatic kernel: 0.81771 hartree = 22.251 eV
  exact: 0.81167 hartree = 22.087 eV
Lowest squared pole of P: 0.14076 hartree^2
Excitations: KS 5, exact visible 20 (count)
Complex frequency: 0.30 + 0.10i hartree
Polarizability at this frequency, bohr^2/hartree:
  adiabatic Dyson: 5.93528 +0.60345i
  time propagation: 5.93523 +0.60346i
  exact: 5.94467 +0.61417i
Relative time-propagation error: 1.4e-05 (no unit)
Frequency for kernel comparison: 0.28990 hartree
Largest kernel change from static: 0.00833 hartree
```
